**Luttinger parameter and sound velocity from the energy of a one-dimensional fluid**

For spin-polarised electrons with short-range forces and Galilean invariance, vK = v_F = πħn/m and v/K = (1/πħ) dμ/dn. Here n is the density, μ the chemical potential, v the sound velocity and K the Luttinger parameter. The example forbids separations below an exclusion length a, which gives K = (1 − na)².

The program asserts that numerical derivatives of the parametrized energy reproduce the closed forms, and that level sums for a ring of about 2001 particles give the same energy, compressibility and sound velocity. It diagonalizes three particles on a grid and asserts that the levels and the twist energy agree with the continuum formulas within 3 %, and that a coarse grid violates the Galilean value by an amount that depends on the interaction. It also obtains K from the ground-state structure factor, and tests the ideal unpolarised gas and the logarithmic growth of a softened Coulomb interaction.

For n = 0.1 per bohr and a = 4 bohr the output shows K = 0.360 and v = 0.873 atomic units, or about 1909 km/s. The structure-factor values for 5, 20 and 60 particles lie within 0.006, 0.000003 and 0.00004 of K = 0.36; the difference changes sign between 20 and 60 particles, so the close agreement at 20 is accidental.

## Check in Python

```python
"""
Result under test: for a one-dimensional, Galilean-invariant, spin-polarised
electron fluid with short-range forces,
    v*K = vF = pi*n/m     and     v/K = (d mu/d n)/pi     (hbar = 1),
where n = density, mu = chemical potential, v = sound velocity and
K = Luttinger parameter (K = 1 without interaction).
Model: no two electrons come closer than the exclusion length a. Its energy per
length is e(n) = pi^2 n^3 / (6 m (1 - n a)^2), giving K = (1 - n a)^2.
Hartree atomic units throughout: hbar = m = 1, length in bohr.
"""
from itertools import combinations
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import k0

density = 0.1
exclusion = 4.0


def energy_density(n, a):
    return mp.pi**2 * n**3 / (6 * (1 - n * a)**2)


def luttinger_from_energy(n, a):
    """mu, dmu/dn, vF, v/K, K, v by numerical differentiation of e(n)."""
    def e(x):
        return energy_density(x, a)
    mu = float(mp.diff(e, n))
    dmu = float(mp.diff(e, n, 2))
    v_fermi = np.pi * n
    ratio = dmu / np.pi
    return mu, dmu, v_fermi, ratio, np.sqrt(v_fermi / ratio), np.sqrt(v_fermi * ratio)


def ring_energy(quantum_numbers, length, a, twist=0.0):
    """Energy from k_j L' + a P = 2 pi I_j + twist, with L' = L - N a."""
    numbers = np.asarray(quantum_numbers, dtype=float)
    count = len(numbers)
    momentum = (2 * np.pi * numbers.sum() + count * twist) / length
    k = (2 * np.pi * numbers + twist - a * momentum) / (length - count * a)
    return 0.5 * np.sum(k**2)


def filled(count):
    return np.arange(count) - (count - 1) / 2


def grid_levels(sites, rod_sites, twist, how_many=5):
    """Lowest levels of 3 fermions on a ring of length 1 cut into sites.
    Separations of rod_sites or less are forbidden. For an odd particle number
    a hop across the ring boundary brings no sign."""
    def allowed(c):
        gaps = (c[1] - c[0], c[2] - c[1], c[0] + sites - c[2])
        return min(gaps) > rod_sites
    states = [c for c in combinations(range(sites), 3) if allowed(c)]
    index = {c: i for i, c in enumerate(states)}
    hop = 0.5 * sites**2
    rows, cols, values = [], [], []
    for i, c in enumerate(states):
        rows.append(i)
        cols.append(i)
        values.append(6 * hop)
        for p in range(3):
            for step in (1, -1):
                moved = list(c)
                moved[p] = (moved[p] + step) % sites
                j = index.get(tuple(sorted(moved)))
                if j is not None:
                    rows.append(j)
                    cols.append(i)
                    values.append(-hop * np.exp(-1j * step * twist / sites))
    size = len(states)
    matrix = csc_matrix((np.array(values, dtype=complex), (rows, cols)),
                        shape=(size, size))
    start = np.ones(size, dtype=complex) + 0.3 * np.cos(np.arange(size)**1.5)
    found = eigsh(matrix, k=how_many, sigma=0.0, v0=start,
                  return_eigenvectors=False)
    return np.sort(found.real)


def structure_factor(count, n, a, node_count=300):
    """S(q) at q = 2 pi/L in the ground state of the exclusion model.
    With one particle at 0, G(s) = mean of z^(number of others in (0,s)) in the
    reduced coordinates, z = exp(i q a); G is a determinant over the orbital
    combinations that vanish at 0."""
    length = count / n
    reduced = length - count * a
    q = 2 * np.pi / length
    z = np.exp(1j * q * a)
    basis = null_space(np.ones((1, count)))
    m = np.arange(count)
    diff = m[None, :] - m[:, None]
    safe = np.where(diff == 0, 1, diff)
    nodes, weights = np.polynomial.legendre.leggauss(node_count)
    total = 0.0
    for x, w in zip(nodes, weights):
        f = 0.5 * (x + 1)
        overlap = np.where(diff == 0, f,
                           (np.exp(2j * np.pi * diff * f) - 1) / (2j * np.pi * safe))
        inner = basis.T @ overlap @ basis
        g = np.linalg.det(np.eye(count - 1) + (z - 1) * inner)
        total += 0.5 * reduced * w * np.exp(1j * q * f * reduced) * g
    return q, (-1j * q * z / (z - 1) * total).real


# Closed forms against symbolic differentiation of the parametrized energy
ns, a_s = sp.symbols("n a", positive=True)
e_sym = sp.pi**2 * ns**3 / (6 * (1 - ns * a_s)**2)
assert sp.simplify(sp.diff(e_sym, ns, 2) - sp.pi**2 * ns / (1 - ns * a_s)**4) == 0

mu, dmu, v_fermi, ratio, K, v = luttinger_from_energy(density, exclusion)
assert abs(K - (1 - density * exclusion)**2) < 1e-8
assert abs(v - v_fermi / (1 - density * exclusion)**2) < 1e-8

# Large ring: energy, compressibility and sound velocity from its levels
N = 2001
L = N / density
ground = ring_energy(filled(N), L, exclusion)
e_ring = ground / L
e_model = float(energy_density(density, exclusion))
assert abs(e_ring / e_model - 1) < 1e-5
dmu_ring = L * (ring_energy(filled(N + 2), L, exclusion)
                + ring_energy(filled(N - 2), L, exclusion) - 2 * ground) / 4
assert abs(dmu_ring / dmu - 1) < 1e-4
excited = filled(N)
excited[-1] += 1
v_ring = (ring_energy(excited, L, exclusion) - ground) / (2 * np.pi / L)
assert abs(v_ring / v - 1) < 1e-4

# Grid diagonalization: the ring levels and the twist energy.
# Grid spacing errors are of order (k h)^2, at most about two percent here.
twist = 0.6
fine_sites, fine_rod = 45, 6
a_ring = fine_rod / fine_sites
grid_twisted = grid_levels(fine_sites, fine_rod, twist)
formula_levels = np.sort([ring_energy(c, 1.0, a_ring, twist)
                          for c in combinations(range(-4, 5), 3)])[:5]
level_error = np.max(np.abs(grid_twisted / formula_levels - 1))
assert level_error < 0.03
boost_energy = 3 * twist**2 / 2


def stiffness(sites, rod_sites):
    rise = grid_levels(sites, rod_sites, twist)[0] - grid_levels(sites, rod_sites, 0.0)[0]
    return rise / boost_energy


stiff_fine = stiffness(fine_sites, fine_rod)
stiff_coarse = stiffness(15, 2)
stiff_coarse_free = stiffness(15, 0)
assert abs(stiff_fine - 1) < 0.03
assert (1 - stiff_coarse) / (1 - stiff_fine) > 7      # loss falls as spacing squared
assert stiff_coarse_free - stiff_coarse > 0.05        # interaction matters on a lattice

# Structure factor of two particles: direct average over their separation, whose
# probability in reduced coordinates is 1 - cos(2 pi f), f = fraction of the ring
L_pair = 2 / density
free_pair = L_pair - 2 * exclusion
q_pair = 2 * np.pi / L_pair
s_direct = 1 + quad(lambda f: (1 - np.cos(2 * np.pi * f))
                    * np.cos(q_pair * (free_pair * f + exclusion)), 0, 1)[0]
assert abs(structure_factor(2, density, exclusion)[1] - s_direct) < 1e-9

# K from the ground-state structure factor, S(q) = K q/(2 pi n).
# Finite-size deviations are of order ln(N)/N^2 and may change sign with N.
K_structure = {}
for count in (5, 20, 60):
    q, s_q = structure_factor(count, density, exclusion)
    K_structure[count] = 2 * np.pi * density * s_q / q
    assert abs(K_structure[count] / K - 1) < (1 + np.log(count)) / count**2
assert abs(K_structure[60] - K) < abs(K_structure[5] - K)
q, s_finer = structure_factor(60, density, exclusion, node_count=400)
assert abs(2 * np.pi * density * s_finer / q - K_structure[60]) < 1e-6

# Unpolarised ideal gas: two electrons per level must give K = 1
pairs = 1001
L2 = 2 * pairs / density
pair_energy = [2 * ring_energy(filled(p), L2, 0.0) for p in (pairs - 2, pairs, pairs + 2)]
dmu_spin = L2 * (pair_energy[0] + pair_energy[2] - 2 * pair_energy[1]) / 16
K_spin = np.sqrt((np.pi * density / 2) / (2 * dmu_spin / np.pi))
assert abs(K_spin - 1) < 1e-4

# Coulomb tail, softened at 1 bohr: its Fourier transform grows as 2 ln(1/q)
coulomb = []
for q in (0.1, 0.01):
    value = 2 * quad(lambda x: 1 / np.sqrt(x * x + 1), 0, np.inf,
                     weight="cos", wvar=q, limlst=200)[0]
    assert abs(value - 2 * k0(q)) < 1e-4
    coulomb.append(value)
assert abs(coulomb[1] - coulomb[0] - 2 * np.log(10)) < 0.03

velocity_unit = physical_constants["atomic unit of velocity"][0] / 1000
print(f"density n = {density:.3f} 1/bohr")
print(f"exclusion length a = {exclusion:.3f} bohr")
print(f"n a = {density * exclusion:.3f}")
print(f"energy per length e = {e_model:.6f} hartree/bohr")
print(f"chemical potential mu = {mu:.6f} hartree")
print(f"dmu/dn = {dmu:.6f} hartree bohr")
print(f"vF = v K = {v_fermi:.6f} a.u.")
print(f"v/K = {ratio:.6f} a.u.")
print(f"K = {K:.6f}")
print(f"v = {v:.6f} a.u. = {v * velocity_unit:.1f} km/s")
print(f"vF converted = {v_fermi * velocity_unit:.1f} km/s")
print(f"ring of N = {N}: e = {e_ring:.6f} hartree/bohr")
print(f"ring of N = {N}: dmu/dn = {dmu_ring:.6f} hartree bohr")
print(f"ring of N = {N}: v from excitation = {v_ring:.6f} a.u.")
for count, value in K_structure.items():
    print(f"K from structure factor, N = {count}: {value:.6f}, "
          f"minus limit: {value - K:+.2e}")
print(f"3 particles, {fine_sites} sites: largest level error = {100 * level_error:.2f} %")
print(f"twist used = {twist:.2f} rad")
print(f"twist energy / Galilean value, 45 sites, n a = 0.4: {stiff_fine:.4f}")
print(f"twist energy / Galilean value, 15 sites, n a = 0.4: {stiff_coarse:.4f}")
print(f"twist energy / Galilean value, 15 sites, a = 0: {stiff_coarse_free:.4f}")
print(f"unpolarised ideal gas: K = {K_spin:.6f}")
print(f"softened Coulomb V(q), q = 0.1 /bohr: {coulomb[0]:.4f} hartree bohr")
print(f"softened Coulomb V(q), q = 0.01 /bohr: {coulomb[1]:.4f} hartree bohr")
print("table at a = 4 bohr: n (1/bohr), K, v (a.u.), v/vF")
for n in (0.02, 0.05, 0.10, 0.15):
    row = luttinger_from_energy(n, exclusion)
    assert abs(row[4] - (1 - n * exclusion)**2) < 1e-8
    print(f"  {n:.2f}  {row[4]:.4f}  {row[5]:.4f}  {row[5] / row[2]:.4f}")
print("success")
```

Printed output:

```
density n = 0.100 1/bohr
exclusion length a = 4.000 bohr
n a = 0.400
energy per length e = 0.004569 hartree/bohr
chemical potential mu = 0.198001 hartree
dmu/dn = 7.615435 hartree bohr
vF = v K = 0.314159 a.u.
v/K = 2.424068 a.u.
K = 0.360000
v = 0.872665 a.u. = 1909.1 km/s
vF converted = 687.3 km/s
ring of N = 2001: e = 0.004569 hartree/bohr
ring of N = 2001: dmu/dn = 7.615444 hartree bohr
ring of N = 2001: v from excitation = 0.872664 a.u.
K from structure factor, N = 5: 0.365789, minus limit: +5.79e-03
K from structure factor, N = 20: 0.360003, minus limit: +2.61e-06
K from structure factor, N = 60: 0.359966, minus limit: -3.35e-05
3 particles, 45 sites: largest level error = 1.39 %
twist used = 0.60 rad
twist energy / Galilean value, 45 sites, n a = 0.4: 0.9820
twist energy / Galilean value, 15 sites, n a = 0.4: 0.8439
twist energy / Galilean value, 15 sites, a = 0: 0.9422
unpolarised ideal gas: K = 1.000000
softened Coulomb V(q), q = 0.1 /bohr: 4.8541 hartree bohr
softened Coulomb V(q), q = 0.01 /bohr: 9.4425 hartree bohr
table at a = 4 bohr: n (1/bohr), K, v (a.u.), v/vF
  0.02  0.8464  0.0742  1.1815
  0.05  0.6400  0.2454  1.5625
  0.10  0.3600  0.8727  2.7778
  0.15  0.1600  2.9452  6.2500
success
```
